# Magnetophonon Oscillations from Coinciding Landau-Level Edges

## 1. What dimensions and symmetry fix

Take electrons of charge $-e$ ($e>0$), density $n_e$ and isotropic parabolic mass $m$ in a magnetic field $B$ along $z$. They scatter from longitudinal optical phonons of a single frequency $\omega_0\equiv\omega_{LO}$. In a uniform medium without scattering, the centre of each cyclotron orbit does not move along a weak electric field perpendicular to $B$; it drifts at right angles to it. The transverse conductivity $\sigma_{xx}$ therefore begins at first order in the scattering rate, that is, in the dimensionless Fröhlich constant $\alpha$. In a non-degenerate gas it is also proportional to $n_e$.

The natural unit of resistivity is $B/(n_ee)$, the magnitude of the Hall resistivity. The remaining energies form two ratios,

$$\eta=\frac{\hbar\omega_0}{kT},\qquad \beta=\frac{\hbar\omega_c}{kT},\qquad \omega_c=\frac{eB}{m}. \tag{1}$$

To lowest order in the scattering, the answer must have the form

$$\rho_{xx}=\frac{B}{n_ee}\,\alpha\,G(\eta,\beta). \tag{2}$$

Dimensions say nothing about $G$ itself. Its singularities at $\eta/\beta=\omega_0/\omega_c=1,2,\dots$ come from the Landau spectrum.

The assumptions are $\omega_c\tau\gg1$, with $\tau$ the scattering time, Boltzmann occupation, and phonons in equilibrium with number $N_0=1/(e^\eta-1)$. Spin splitting, non-parabolicity, screening, polaron shifts and other scatterers are left out.

## 2. States and hops

In the gauge $\mathbf A=(0,Bx,0)$ the states are labelled by $n,k_y,k_z$:

$$\varepsilon=\varepsilon_n+\frac{\hbar^2k_z^2}{2m},\quad \varepsilon_n=(n+\tfrac12)\hbar\omega_c,\quad X=-l^2k_y,\quad l^2=\frac{\hbar}{eB}. \tag{3}$$

Here $X$ is the orbit centre. Absorbing a phonon $\mathbf q$ changes $k_y$ by $q_y$, so the centre hops by $\Delta X=-l^2q_y$.

The position in the plane is the sum of the orbit centre and the cyclotron coordinate. The component of the latter along $\mathbf q_\perp$ is an oscillator coordinate $l(a+a^\dagger)/\sqrt2$, once a phase is absorbed in $a$. The squared in-plane matrix element is thus $|J_{nn'}(t)|^2$, with

$$J_{nn'}(t)=\langle n'|e^{i\sqrt t\,(a+a^\dagger)}|n\rangle,\qquad t=\tfrac12l^2q_\perp^2. \tag{4}$$

The absorption rate is $N_0w$, where

$$w=\frac{2\pi}{\hbar}\frac{A}{Vq^2}|J_{nn'}|^2\,\delta(\varepsilon'-\varepsilon-\hbar\omega_0),\quad A=4\pi\alpha(\hbar\omega_0)^2\sqrt{\frac{\hbar}{2m\omega_0}}. \tag{5}$$

The reverse process, emission, has rate $(N_0+1)w$.

Now apply a field $E$ along $x$. The potential energy is $eEX$, so an absorbing hop obeys $\varepsilon'-\varepsilon=\hbar\omega_0-eE\Delta X$. In a uniform steady state the occupation $f$ depends on $n$ and $k_z$. A half-turn about $z$ reverses $E$ but leaves $B$, $n$ and $k_z$ unchanged, so $f$ has no correction linear in $E$. With $f\propto e^{-\varepsilon/kT}$ and $(N_0+1)e^{-\eta}=N_0$, the net rate of a pair of opposite hops is

$$w[N_0f-(N_0+1)f']=wN_0f\left(1-e^{eE\Delta X/kT}\right)\simeq-wN_0f\,\frac{eE\Delta X}{kT}. \tag{6}$$

Each net hop carries charge $-e$ through $\Delta X$. Summing over absorption processes and dividing by $VE$ gives

$$\sigma_{xx}=\frac{e^2}{kT\,V}\sum_{\rm abs}(\Delta X)^2N_0\,w f. \tag{7}$$

Emission is already included through (6). Since the bracket in (6) is linear in $E$, $w$ is taken at $E=0$.

## 3. The product of two densities of states

At fixed $n$ the motion along $z$ is one-dimensional. From $x=\hbar^2k_z^2/2m$, each sign of $k_z$ contributes

$$dk_z=\frac1\hbar\sqrt{\frac{m}{2x}}\,dx, \tag{8}$$

which is the inverse-square-root density of states at a Landau edge. Let $M=n'-n$ and define the detuning

$$\Delta_M=\hbar\omega_0-M\hbar\omega_c. \tag{9}$$

An electron with energy $x$ above its initial edge arrives at $x+\Delta_M$ above its final edge. If the coupling did not depend on $q_z$, the energy integral would be

$$P(\Delta)=\int_{\max(0,-\Delta)}^\infty\frac{e^{-x/kT}\,dx}{\sqrt{x(x+\Delta)}}. \tag{10}$$

Put $x+\Delta/2=\tfrac12|\Delta|\cosh u$. Then $x(x+\Delta)=\tfrac14\Delta^2\sinh^2u$, so the root cancels $dx=\tfrac12|\Delta|\sinh u\,du$. For either sign of $\Delta$ the lower limit is $u=0$, and

$$P(\Delta)=e^{\Delta/2kT}K_0\!\left(\frac{|\Delta|}{2kT}\right)\;\xrightarrow{\Delta\to0}\;\ln\frac{4kT}{|\Delta|}-\gamma, \tag{11}$$

where $\gamma$ is Euler's constant. A single factor $x^{-1/2}$ is integrable. When the two edges coincide in energy transfer, the factors combine to $1/x$, and the integral diverges logarithmically. The condition is

$$\hbar\omega_0=M\hbar\omega_c, \tag{12}$$

and it does not contain $n$. Equal spacing of the levels makes every initial level resonate at the same field.

## 4. Polar coupling and the prefactor

The Fröhlich coupling does depend on $q_z$, so its effect on the singularity must be found. Write the sum over initial states as $n_eV\sum_np_n\int dk_z\,g(k_z)$, with normalized weights

$$p_n=(1-e^{-\beta})e^{-n\beta},\qquad g=\frac{\hbar}{\sqrt{2\pi mkT}}\,e^{-\hbar^2k_z^2/2mkT}. \tag{13}$$

In (7), the azimuthal average of $q_y^2$ is $q_\perp^2/2$, and $d^2q_\perp$ becomes $2\pi\,dt/l^2$. With $b=\tfrac12l^2q_z^2$ we have $q_\perp^2/q^2=t/(t+b)$. The numerical factors are

$$\frac{1}{(2\pi)^3}\cdot\frac{l^4}{2}\cdot\frac{2\pi}{l^2}\cdot\frac{2\pi}{\hbar}=\frac{l^2}{4\pi\hbar},$$

and therefore

$$\sigma_{xx}=\frac{n_ee^2AN_0l^2}{4\pi\hbar kT}\sum_{nn'}p_n\!\int\!dk_z\,g\!\int\!dq_z\,F_{nn'}(b)\,\delta(\varepsilon'-\varepsilon-\hbar\omega_0), \tag{14}$$

$$F_{nn'}(b)=\int_0^\infty dt\,\frac{t}{t+b}\,|J_{nn'}(t)|^2. \tag{15}$$

Insert (8) for the initial and final momenta. There are four sign combinations, each with the constant $(m/2\hbar^2)\,\hbar/\sqrt{2\pi mkT}=\hbar^{-1}\sqrt{m/8\pi kT}$. Hence $\sigma_{xx}=\sigma_0S$, with

$$\sigma_0=\frac{n_ee^2AN_0l^2}{\pi\hbar^2kT}\sqrt{\frac{m}{8\pi kT}},\qquad S=\sum_{nn'}p_n\int\frac{dx\,e^{-x/kT}}{\sqrt{x(x+\Delta_M)}}\,\overline F_{nn'}. \tag{16}$$

The bar is the mean over the two relative signs of the momenta. This is the product of densities of states, now with the polar weight.

To invert the conductivity tensor, use $|\sigma_{xy}|=n_ee/B$, its value to leading order in $1/\omega_c\tau$. When $\sigma_{xx}\ll|\sigma_{xy}|$,

$$\rho_{xx}=\frac{\sigma_{xx}}{\sigma_{xx}^2+\sigma_{xy}^2}\simeq\frac{\sigma_{xx}}{\sigma_{xy}^2}=\frac{B}{n_ee}\,r_0S,\qquad r_0=\frac{B\sigma_0}{n_ee}. \tag{17}$$

The resistance is thus $\sigma_{xx}$ times the smooth factor $(B/n_ee)^2$ and shares its singularities: with the orbits closed, scattering is what permits conduction along $E$. Once the peaks are broadened, that factor displaces the maxima of $\rho_{xx}$ slightly from those of $\sigma_{xx}$. Using $eBl^2=\hbar$ and $A\sqrt m=4\pi\alpha\hbar(\hbar\omega_0)^2/\sqrt{2\hbar\omega_0}$,

$$r_0=\frac{AN_0}{\pi\hbar kT}\sqrt{\frac{m}{8\pi kT}}=\frac{4\alpha N_0(\hbar\omega_0)^{3/2}}{4\sqrt\pi\,(kT)^{3/2}}=\frac{\alpha N_0\eta^{3/2}}{\sqrt\pi}. \tag{18}$$

Equation (17) has the form (2), and $r_0$ does not depend on the field.

## 5. Summing the levels

It is convenient to keep $q_z$ as the variable and let the delta function in (14) fix $k_z$. From $\hbar^2(k_zq_z+q_z^2/2)/m=\Delta_M$,

$$k_z=\frac{m\Delta_M}{\hbar^2q_z}-\frac{q_z}{2},\qquad \int dk_z\,\delta=\frac{m}{\hbar^2|q_z|}. \tag{19}$$

Squaring $k_z$ and setting $\delta_M=\Delta_M/\hbar\omega_c$ gives

$$\frac{\hbar^2k_z^2}{2mkT}=\frac{m\Delta_M^2}{2\hbar^2q_z^2kT}-\frac{\Delta_M}{2kT}+\frac{\hbar^2q_z^2}{8mkT}=\frac\beta4\left(b+\frac{\delta_M^2}{b}\right)-\frac{\Delta_M}{2kT}. \tag{20}$$

The two signs of $q_z$ together give $dq_z/|q_z|\to db/b$. The constant is $\hbar^{-1}\sqrt{m/2\pi kT}$, half of the $4\hbar^{-1}\sqrt{m/8\pi kT}$ absorbed in $\sigma_0$, so a factor $\tfrac12$ appears in $S$.

The remaining sum over $n$ at fixed $M$ follows from a generating function. Let $Q=\sqrt t(a+a^\dagger)$ and $Q_\theta=\sqrt t(ae^{-i\theta}+a^\dagger e^{i\theta})$. Then

$$\sum_Me^{iM\theta}\sum_np_n|J_{n,n+M}|^2=\langle e^{-iQ}e^{iQ_\theta}\rangle=e^{[Q,Q_\theta]/2}\,e^{-\langle(Q_\theta-Q)^2\rangle/2}. \tag{21}$$

The last step uses the constant commutator and the Gaussian distribution of a linear oscillator coordinate in thermal equilibrium. Here $[Q,Q_\theta]=2it\sin\theta$ and $\langle(Q_\theta-Q)^2\rangle=2t(1-\cos\theta)\coth(\beta/2)$. Since

$$\coth\tfrac\beta2\cos\theta+i\sin\theta=\frac{\cos(\theta-i\beta/2)}{\sinh(\beta/2)},$$

the expansion $e^{z\cos\phi}=\sum_MI_M(z)e^{iM\phi}$ with $\phi=\theta-i\beta/2$ yields

$$\sum_np_n|J_{n,n+M}|^2=e^{M\beta/2}\,e^{-t\coth(\beta/2)}\,I_{|M|}\!\left(\frac{t}{\sinh(\beta/2)}\right). \tag{22}$$

The factor $e^{M\beta/2}$ joins $e^{\Delta_M/2kT}$ from (20) to give $e^{\eta/2}$ for every $M$. The result is

$$S=e^{\eta/2}\sum_{M=-\infty}^{\infty}\frac12\int_0^\infty\frac{db}{b}\,e^{-\frac\beta4\left(b+\delta_M^2/b\right)}R_M(b), \tag{23}$$

$$R_M(b)=\int_0^\infty dt\,\frac{t}{t+b}\,e^{-t\coth(\beta/2)}\,I_{|M|}\!\left(\frac{t}{\sinh(\beta/2)}\right). \tag{24}$$

A direct double sum over levels, with numerically computed matrix elements and the energy integral of (16), tests this reduction. At $\beta=1.20$, $\eta=2.76$ it gives $S=3.701186$, in agreement with (23) to all these digits.

## 6. The coefficient of the logarithm

As $\Delta_M\to0$, the singular part comes from small $b$. The Laplace integral

$$\int_0^\infty e^{-pt}I_M(ct)\,dt=\frac{1}{\sqrt{p^2-c^2}}\left(\frac{p-\sqrt{p^2-c^2}}{c}\right)^{M}$$

with $p=\coth(\beta/2)$ and $c=1/\sinh(\beta/2)$ has $p^2-c^2=1$, so $R_M(0)=e^{-M\beta/2}$ for $M\ge0$. For $M\ge1$ the Bessel function starts as $t^M$. Then $R_M(0)-R_M(b)$ is at most a constant times $b$, which cancels the $1/b$ in (23) and leaves a finite remainder.

In the singular part put $b=|\delta_M|e^u$. The exponent becomes $-(|\Delta_M|/2kT)\cosh u$, and the integral with its factor $\tfrac12$ is $K_0(|\Delta_M|/2kT)$. Its coefficient is $e^{\eta/2-M\beta/2}=e^{\Delta_M/2kT}\to1$. Thus

$$S=\ln\frac{kT}{|\hbar\omega_0-M\hbar\omega_c|}+\text{finite terms},\qquad M=1,2,\dots \tag{25}$$

The unit coefficient has a simple origin. At the edges $q_z\to0$, and the squared hop length, proportional to $q_\perp^2$, cancels the Fröhlich factor $1/q^2$. What is left is $\int dt\sum_np_n|J_{n,n+M}|^2=e^{M\beta/2}R_M(0)=1$. Reducing the detuning tenfold should raise $S$ by $\ln10=2.3026$. For $M=1,2,3$, on both sides of resonance, the computed increases lie between 2.3021 and 2.3031.

## 7. Weak field: oscillations periodic in $1/B$

Let $\beta\to0$ at fixed $\eta$, with $\omega_c\tau\gg1$ still satisfied. The smooth part follows from (7) with zero-field states. Isotropy replaces $q_y^2/q^2$ by $1/3$, and the final density of states per spin and volume is $D(E)=(2m)^{3/2}\sqrt E/4\pi^2\hbar^3$:

$$\sigma_{cl}=\frac{n_ee^2l^4}{kT}\,\frac{2\pi}{\hbar}\,\frac{AN_0}{3}\,\langle D(E+\hbar\omega_0)\rangle. \tag{26}$$

Dividing by $\sigma_0$ and using $l^2m/\hbar^2=1/\hbar\omega_c$,

$$S_{cl}=\frac{4\sqrt\pi}{3}\,\frac{\sqrt{kT}}{\hbar\omega_c}\,\big\langle\sqrt{E+\hbar\omega_0}\big\rangle.$$

The Maxwell average is $\frac{2}{\sqrt\pi}\sqrt{kT}\int_0^\infty\sqrt{x(x+\eta)}\,e^{-x}dx$. The substitution used for (10) turns this integral into $\tfrac\eta2e^{\eta/2}K_1(\tfrac\eta2)$, so

$$S_{cl}=\frac{4\eta}{3\beta}\,e^{\eta/2}K_1\!\left(\frac\eta2\right). \tag{27}$$

Since $S_{cl}\propto1/B$, the classical $\rho_{xx}$ in (17) is independent of $B$: the magnetoresistance saturates. A separate calculation of the friction on a slowly drifting Maxwell gas tests the prefactor. For $\alpha=0.07$ and $\eta=2.76$ it gives a momentum relaxation rate of $0.05915\,kT/\hbar$, and so does $r_0S_{cl}\omega_c$.

The oscillating part follows from Poisson's formula, $\sum_Mh(M)=\sum_r\int h(M)e^{2\pi irM}dM$. Near $M=\omega_0/\omega_c$ the summand behaves as $-\ln|M-\omega_0/\omega_c|$, and otherwise it varies on the large scale $1/\beta$. The Fourier integral of $-\ln|y|$ at $r\neq0$ is $1/(2|r|)$, because its derivative $-1/y$ has the transform $-i\pi\,\mathrm{sgn}\,r$. Adding $r$ and $-r$, to leading order in $\beta$,

$$S\simeq S_{cl}+\sum_{r=1}^\infty\frac1r\cos\frac{2\pi r\omega_0}{\omega_c}=S_{cl}-\ln\left|2\sin\frac{\pi\omega_0}{\omega_c}\right|. \tag{28}$$

For $\eta=2.7$ and $\omega_0/\omega_c$ from 34.05 to 34.8, where $S_{cl}$ runs from 60.5 to 61.9, the largest deviation of (23) from (28) among four phases is 0.011. This tests the sum $S$, which does not contain $\alpha$. For $\alpha=0.07$ such fields give $r_0S_{cl}\approx0.8$, so $\omega_c\tau\gg1$ fails there and (17) no longer applies. The oscillations are periodic in $1/B$ with period $e/(m\omega_0)$. Unlike Shubnikov–de Haas oscillations, whose period is set by the Fermi surface, this period does not depend on density.

## 8. Finite peaks

The divergence signals that sharp levels are no longer adequate once $|\Delta_M|$ is comparable with the level or phonon width. A simple model gives the energy balance a Gaussian spread of standard deviation $s$, with the thermal prefactors held fixed. With $\sigma=s/\hbar\omega_c$, averaging the Gaussian in $\delta_M$ in (23) amounts to

$$e^{-\beta\delta_M^2/4b}\;\to\;\frac{1}{\sqrt{\kappa}}\,e^{-\beta\delta_M^2/4b\kappa},\qquad \kappa=1+\frac{\beta\sigma^2}{2b}. \tag{29}$$

Small $b$ is now suppressed as $\sqrt b$, and the logarithm stops at $\ln(kT/s)$ plus finite terms. In (28), averaging the cosine multiplies harmonic $r$ by $e^{-2\pi^2r^2\sigma^2}$. A self-consistent treatment of electron collisions would be needed to predict $s$; here it is a parameter.

The maximum of a broadened peak need not sit at (12). The curvature of the averaged $-\ln|\Delta|$ at its centre is

$$-\frac{1}{2\pi}\int_{-\infty}^{\infty}k^2\,\frac{\pi}{|k|}\,e^{-k^2s^2/2}dk=-\frac1{s^2}.$$

For $M=1$, $\rho_{xx}$ is proportional to $(1-\Delta/\hbar\omega_0)S$. If this product has slope $g$ at $\Delta=0$, its maximum lies near

$$\Delta^*=gs^2. \tag{30}$$

Two contributions to $g$ grow with the height of the logarithm. The coefficient $e^{\Delta/2kT}$ favours $\Delta>0$, hence lower fields, while the factor $B$ favours higher ones. Halving $s$ raises the logarithm by $\ln2$ and so changes $g$ by $\ln2\,(1/2kT-1/\hbar\omega_0)$.

## 9. A worked example

Take the round model parameters $m=0.07\,m_e$, $\hbar\omega_0=35$ meV, $\alpha=0.07$, $T=150$ K, $n_e=10^{21}$ m$^{-3}$ and $s=1$ meV. Then $kT=12.93$ meV, $\eta=35/12.93=2.71$ and $N_0=0.0715$. Equation (18) gives

$$r_0=\frac{0.07\times0.0715\times2.71^{3/2}}{\sqrt\pi}=0.0126.$$

The cyclotron energy is 1.654 meV per tesla, so the first resonance is at $B_1=35/1.654=21.16$ T and the others are at $B_1/M$. At $B_1$ the sum is $S=4.18$ and $B_1/(n_ee)=0.132\ \Omega$ m, so $\rho_{xx}=0.132\times0.0126\times4.18=0.0070\ \Omega$ m.

| $M$ | $B_M$ (T) | maximum (T) | $\rho_{xx}$ at maximum ($\Omega$ m) | $\rho_{xx}$ at $\omega_0/\omega_c=M+\frac12$ ($\Omega$ m) |
|---|---|---|---|---|
| 1 | 21.16 | 21.15 | 0.0070 | 0.0024 |
| 2 | 10.58 | 10.57 | 0.0044 | 0.0026 |
| 3 | 7.05 | 7.05 | 0.0037 | 0.0027 |
| 4 | 5.29 | 5.29 | 0.0034 | 0.0027 |

Over the fields in the table, the peaks and the values between them approach the classical $0.00295\ \Omega$ m from opposite sides as $B$ falls. For $M=4$ the weak-field law already serves. Here $S_{cl}=7.1$ and $\sigma=4/35=0.114$, and the damped harmonics add $0.77+0.18+0.03+\dots\approx0.99$. This predicts $0.00295\,(1+0.99/7.1)=0.0034\ \Omega$ m, as found.

The first maximum lies 0.015 T below resonance for $s=1$ meV and 0.005 T below for $s=0.5$ meV. In energy these are 0.025 and 0.008 meV, so (30) gives $g=0.025$ and $0.032$ meV$^{-1}$. The difference, 0.007 meV$^{-1}$, agrees with $\ln2\,(1/25.9-1/35)=0.007$ meV$^{-1}$. Meanwhile $S$ at resonance rises from 4.18 to 4.88, by nearly $\ln2$. The direction of these small shifts belongs to the broadening model. If the factor $e^{\Delta/2kT}$ were averaged together with the logarithm, it would tilt the Gaussian weight and move $\Delta^*$ by $-s^2/2kT$, which is $-0.039$ meV for $s=1$ meV. The maximum would then lie about 0.008 T above resonance.

Some of the assumptions can be checked on the same numbers. The lowest state at $B_1$ has occupation 0.002, so Boltzmann statistics hold. The ratio $\rho_{xx}/\rho_{xy}$ at the maxima grows from 0.05 at $M=1$ to 0.10 at $M=4$. The $\sigma_{xx}^2$ dropped in (17) is therefore about 1% at $M=4$, but it is not the only term of that order: $\sigma_{xy}$ and $\sigma_{xx}$ also have corrections in $1/(\omega_c\tau)^2$. The ratio is an average that hides the electrons able to emit a phonon; at energy $1.5\,\hbar\omega_0$ their $\hbar/\tau$ is about 3 meV, so $\omega_c\tau\approx3$ at $M=4$. The classical Boltzmann equation at finite field puts the background resistivity 0.2% below its saturated value at $B_1$ and about 3% below at $B_4$.

Higher orders in the coupling matter more at the peaks. At resonance, level $M$ has the same energy as level 0 plus one phonon, and the Fröhlich coupling mixes the two. Second-order perturbation theory, with the shift itself kept in the energy denominator, moves the level edge by an amount of order $\hbar\omega_0(\alpha/2M)^{2/3}$. This is a few meV at $M=1$ and still above 1 meV at $M=4$, more than the chosen $s$. The peak heights and the small shifts of the maxima therefore illustrate the broadened formula; they are not predictions for a real material. A spread of 3 meV, for instance, would lower $S$ at the first resonance by about $\ln3$.

## 10. Where the result fails

At low temperature $N_0\simeq e^{-\eta}$ removes the phonons to be absorbed, so $r_0$ and the absolute size of the oscillation fall exponentially. The background (27) carries the same $r_0$, so within this model the relative modulation survives; the signal is lost beneath the other scatterers left out here. At high temperature phonons are plentiful, but stronger scattering broadens the levels; once $s$ is comparable with $\hbar\omega_c$, the damping factor erases the oscillations. A signal therefore needs an intermediate temperature.

In a non-parabolic band the level spacing depends on $n$ and $k_z$. Condition (12) then differs from level to level, and the common singularity splits or smears. In a degenerate gas the Boltzmann weights in (13) must be replaced by $f(1-f')$. At resonance $f(1-f')=(N_0+1)(f-f')$, so the sum over equally spaced levels telescopes: the coefficient of the logarithm in $\sigma_{xx}$ is proportional to the summed edge occupations of the lowest $M$ levels. Once these levels are full, it no longer depends on the Fermi energy.

The computed values behind the example and the checks are listed in the numerical output.

## Numbers as computed

```
pair integral at gap 0.02 kT: 4.7687
its logarithmic limit: 4.7211
test case: beta = 1.20, eta = 2.76
S, direct double sum: 3.7011862
S, fast formula: 3.7011863
growth of S for 10x smaller detuning, smallest: 2.30209
growth of S for 10x smaller detuning, largest: 2.30308
ln 10: 2.30259
friction rate, drifting gas (kT/hbar): 0.059146
friction rate, formula (kT/hbar): 0.059145
weak field: largest residual of S: 0.0110
weak field: classical S near there: 61.85
mass: 0.07 m_e
phonon energy: 35.0 meV
Froehlich constant: 0.07
temperature: 150 K
electron density: 1.0e+21 m^-3
kT: 12.926 meV
eta: 2.7077
phonon number N0: 0.07145
r0: 0.01257
cyclotron energy per tesla: 1.6538 meV/T
occupation of lowest state at M=1: 0.00210
classical saturated rho_xx: 0.00295 ohm m
energy spread s: 1.0 meV unless stated
M=1: resonance field 21.163 T, maximum 21.148 T
M=1: rho_xx at maximum 0.00695 ohm m
M=1: rho_xx/rho_xy at maximum 0.0527
omega_LO/omega_c=1.5: B = 14.109 T, rho_xx = 0.00235 ohm m
M=2: resonance field 10.582 T, maximum 10.575 T
M=2: rho_xx at maximum 0.00438 ohm m
M=2: rho_xx/rho_xy at maximum 0.0663
omega_LO/omega_c=2.5: B = 8.465 T, rho_xx = 0.00256 ohm m
M=3: resonance field 7.054 T, maximum 7.050 T
M=3: rho_xx at maximum 0.00367 ohm m
M=3: rho_xx/rho_xy at maximum 0.0835
omega_LO/omega_c=3.5: B = 6.047 T, rho_xx = 0.00267 ohm m
M=4: resonance field 5.291 T, maximum 5.288 T
M=4: rho_xx at maximum 0.00337 ohm m
M=4: rho_xx/rho_xy at maximum 0.1022
omega_LO/omega_c=4.5: B = 4.703 T, rho_xx = 0.00274 ohm m
M=1 shift of maximum, s=1.0 meV: -0.0152 T
M=1 shift of maximum, s=0.5 meV: -0.0048 T
S at M=1 resonance, s=1.0 meV: 4.1848
S at M=1 resonance, s=0.5 meV: 4.8750
```
